Why the Strong-Field QED Lagrangian Grows Logarithmically with the Beta Function's Coefficient

**Q:** In a very strong magnetic field, the vacuum correction to the Maxwell Lagrangian is said to grow as (e²B²/24π²) ln(eB/m²). Where does a logarithm come from?

**A:** From the zero-point energy of the electron field. I take a constant field B, one species of electron with mass m, and one loop: quantum electrons in a classical field. Units have ħ = c = 1 and e² = 4πα. With no electric field, the Lagrangian density is minus the energy density, L = −u, and the Maxwell part is −B²/2.

Squaring the Dirac equation gives ω² = p² + m² + (2k+1)eB − σeB, with p along the field, orbital number k = 0, 1, 2… and spin sign σ = ±1. Hence

ωₙ² = p² + m² + 2neB,

with g₀ = 1 spin state at n = 0 and gₙ = 2 above, because (k = n, σ = +1) and (k = n−1, σ = −1) coincide. Each level holds eB/2π states per unit area. The filled negative-energy sea contributes −ω per state:

u_sea = −(eB/2π) Σₙ gₙ ∫ (dp/2π) ωₙ.

This diverges, so I replace each ω by

−(1/2√π) ∫ ds s^(−3/2) e^(−sω²), s > 1/Λ².

For ω ≪ Λ this is ω minus the constant Λ/√π. The field mostly regroups states: counted with a smooth weight such as e^(−ω²/Λ²), their number per volume changes only by an amount of order (eB)²/Λ. Multiplied by Λ/√π, this leaves a finite term proportional to (eB)². It has the form of the Maxwell term and is absorbed in the measured charge below, so the constant does not affect the result. States with ω ≫ Λ are suppressed. Two elementary results are now needed, with x = eBs:

∫ (dp/2π) e^(−sp²) = 1/(2√(πs)),

Σₙ gₙ e^(−2nx) = 1 + 2e^(−2x)/(1 − e^(−2x)) = coth x.

The two minus signs cancel in u_sea, and the factors multiply to (eB/2π)(1/4π) = eB/8π². Therefore

L_sea = −u_sea = −(1/8π²) ∫ ds s⁻³ e^(−m²s) x coth x.

**Q:** That still diverges at small s. What do you subtract?

**A:** At small x, x coth x = 1 + x²/3 − x⁴/45 + …. The 1 is the energy of the empty vacuum without field, which I drop. The second term is

−[(eB)²/24π²] I, I = ∫ ds e^(−m²s)/s, s > 1/Λ².

It has the same form as the Maxwell term, so it changes the charge. Let e₀ and B₀ be the bare charge and field. The electron responds to their product, so e₀B₀ = eB, and the Maxwell term is −(eB)²/2e₀². Adding the two gives −(eB)²/2e², with

1/e² = 1/e₀² + I/12π².

This e is the charge measured with weak, slowly varying fields. What remains is finite, so the cutoff can be removed:

L = −B²/2 + L1,

L1 = −(1/8π²) ∫₀^∞ ds s⁻³ e^(−m²s) g(eBs), g(x) = x coth x − 1 − x²/3.

Now take eB ≫ m². For x ≫ 1, x coth x grows as x, so g ≈ −x²/3: the charge subtraction is left uncompensated. In the window 1/eB ≪ s ≪ 1/m² the exponential is still near 1, and the window contributes

−(1/8π²)(−(eB)²/3) ∫ ds/s = [(eB)²/24π²] ln(eB/m²).

Below the window g falls as x⁴; above it the exponential ends the integral. The formula you quoted is thus the leading logarithm of the correction L1; the whole L also contains the Maxwell term −B²/2.

**Q:** So the logarithm is a leftover of charge renormalization. Does that fix its coefficient through the beta function?

**A:** Yes. The beta function says how the bare charge must change with the cutoff when the measured e and m are fixed, β = de₀/d ln Λ. Moving the lower limit of I gives dI/d ln Λ = 2e^(−m²/Λ²) → 2, so

d(1/e₀²)/d ln Λ = −2/12π² = −1/6π².

The left side is also −2β/e₀³. Hence β = e₀³/12π². At this order the same function governs a renormalized coupling, so β(e) = e³/12π² and

β(e)/2e = e²/24π².

The coefficient is therefore β/2e times B². The factor 1/2 arises as follows. A change in the inverse squared coupling alters L by −(eB)²/2 times that change. Running from m up to √(eB) covers only ½ ln(eB/m²) in ln μ, so the change is −(2β/e³)·½ ln(eB/m²). The product is (β/2e)B² ln(eB/m²).

**Q:** How do I know this is more than a numerical coincidence for electrons?

**A:** Change the particle. A charged scalar has levels m² + p² + (2n+1)eB. Particle and antiparticle each contribute +ω/2, so the energy is +ω per state. The level sum is now

Σₙ e^(−(2n+1)x) = 1/(2 sinh x),

and the reversed sign gives

L_scalar = (1/16π²) ∫ ds s⁻³ e^(−m²s) x/sinh x, x/sinh x = 1 − x²/6 + ….

The x² term is −[(eB)²/96π²] I, a quarter of the electron's, so β = e³/48π². In a strong field x/sinh x vanishes, and subtracting its x² term leaves +x²/6. The logarithm then has coefficient (eB)²/96π², again (β/2e)B².

The program tests this with β found separately, from the standard one-loop vacuum polarization at large momentum. I have not derived that integral here, and the argument does not rest on it. It gives β/e³ = 8.4434×10⁻³ for the electron and 2.1109×10⁻³ for the scalar. The strong-field slopes of L1/(eB)² per unit ln B are half of these, 4.2217×10⁻³ and 1.0554×10⁻³.

**Q:** People also invoke the trace anomaly. Is there a mechanical way to see the trace?

**A:** Take a unit cube of field, stretch every side to λ, and keep the magnetic flux fixed. The field becomes B/λ² and the energy is U = λ³u(B/λ²). At λ = 1 the work done by the three pressures gives dU/dλ = −Σp. The trace of the stress tensor, energy density minus the pressures, is therefore

T = u − Σp = u + dU/dλ = d(λU)/dλ = d[λ⁴u(B/λ²)]/dλ

at λ = 1. Differentiating and using u = −L,

T = 4u − 2B ∂u/∂B = 2B ∂L/∂B − 4L.

For u = B²/2 the bracket is B²/2 for every λ, so the Maxwell field has T = 0: it has no scale of its own. Only L1 contributes, and

T = 2B ∂L1/∂B − 4L1 = 2B² d(L1/B²)/d ln B.

A logarithm in L1/B² and a trace proportional to B² are thus the same statement.

**Q:** What is T for the electron vacuum?

**A:** L1 has mass dimension 4 and depends on m, of dimension 1, and eB, of dimension 2. So m ∂L1/∂m + 2B ∂L1/∂B = 4L1, and

T = −m ∂L1/∂m at fixed e and B.

The derivative m ∂/∂m brings down −2m²s from the exponential:

T = −(m²/4π²) ∫₀^∞ ds s⁻² e^(−m²s) g(eBs).

Separate the charge subtraction −x²/3 from the rest of g. It gives

(m²/4π²)[(eB)²/3] ∫₀^∞ ds e^(−m²s) = (eB)²/12π² = (β/e)B².

The mass has cancelled. The remainder is

m⟨ψ̄ψ⟩ = −(m²/4π²) ∫₀^∞ ds s⁻² e^(−m²s)(x coth x − 1).

The name is justified because the Hamiltonian contains mψ̄ψ. The derivative of the sea energy with respect to m, at fixed bare charge, is therefore ⟨ψ̄ψ⟩, here measured relative to zero field. So at one loop

T = (β/e)B² + m⟨ψ̄ψ⟩.

The first term is the trace anomaly. In covariant notation it is (β/2e)F_μν F^μν, with F_μν F^μν = 2B². It survives as m → 0, although a massless classical theory would have zero trace, because the charge had to be defined at some scale.

As a test, the program stretches the box numerically, with L1 rebuilt from the Landau levels. At eB = 10m² it finds T = 0.463446 m⁴, equal to the anomaly plus the mass term in all printed digits.

**Q:** The anomaly is proportional to B² at every field. Why is there no logarithm in my laboratory magnet?

**A:** Because there the mass term cancels it. Let b = eB/m² and R = T/[(β/e)B²]. In a weak field g ≈ −x⁴/45, and

T ≈ (m²/4π²)[(eB)⁴/45](2/m⁶) = (eB)⁴/(90π²m⁴), R ≈ 2b²/15.

A heavy electron hardly responds to a weak field beyond its effect on the measured charge.

In a strong field, put s = x/eB in the mass term:

R = 1 − (3/b)J, J = ∫₀^∞ dx e^(−x/b) (x coth x − 1)/x².

The integrand approaches 1/x and is cut off near x = b, so J grows only as ln b, and R → 1.

From the trace equation, d(L1/B²)/d ln B = T/2B² = (β/2e)R. Since L1/B² vanishes at zero field,

L1/B² = (β/2e) ∫ R d ln B, integrated from zero field.

The logarithm measures the range of ln B over which the mass no longer cancels the anomaly. With K = 24π²L1/(eB)², which equals this integral of R, the program gives (c is a constant that I can derive next):

b | R | K | ln b + c
0.1 | 0.0013 | 0.0007 | −4.594
1 | 0.079 | 0.049 | −2.292
10 | 0.549 | 0.717 | 0.011
100 | 0.894 | 2.448 | 2.313
1000 | 0.983 | 4.636 | 4.616
10000 | 0.998 | 6.921 | 6.918

**Q:** The constant is not small. Where does it come from?

**A:** From the two ends of the logarithmic window: x of order 1, where the integrand departs from 1/x, and x of order b, where the exponential cuts it off. The first end gives a constant C and the second gives −γ. In terms of x,

K = ∫₀^∞ dx e^(−x/b) f(x), f = −3g/x³,

and f → 1/x at large x, with a remainder of order 1/x². For any such f that is integrable at small x, define C by

∫₀^∞ dx x^(−ε) f = 1/ε + C as ε → 0⁺.

The pole comes from ∫₁^∞ dx x^(−1−ε) = 1/ε. With the exponential cutoff, the same tail gives ∫₁^∞ dx e^(−x/b)/x → ln b − γ, where γ is Euler's constant. The rest of the integral is common to both, so K → ln b − γ + C.

To find C, expand x(coth x − 1) = 2x Σ e^(−2nx), n ≥ 1, and integrate term by term for z > 0:

∫₀^∞ dx x^(z−1) x(coth x − 1) = 2^(−z) Γ(z+1) ζ(z+1).

At small x the function is 1 − x + x²/3 − x⁴/45 + …. Continuing to −4 < z < −2 subtracts its first three terms: each power, integrated from 0 to 1 and continued, equals minus its integral from 1 to ∞. The subtracted function is g. At z = −2 − ε,

∫₀^∞ dx x^(−3−ε) g = 2^(2+ε) Γ(−1−ε) ζ(−1−ε).

Near ε = 0 the factors are 4(1 + ε ln 2), 1/ε − 1 + γ, and −1/12 − εζ′(−1). Multiplying by −3,

1/ε + C = 1/ε − 1 + γ + ln 2 + 12ζ′(−1).

So γ cancels in K, and for eB ≫ m²

L1 ≈ (e²B²/24π²)[ln(eB/m²) + c], c = 12ζ′(−1) − 1 + ln 2 = −2.292.

The same method gives J. Continuing to −2 < z < −1 subtracts only 1 − x, which leaves x coth x − 1. At z = −1 − ε the integral is 2^(1+ε) Γ(−ε) ζ(−ε), with

Γ(−ε) ≈ −1/ε − γ, ζ(−ε) ≈ −1/2 + (ε/2) ln 2π.

The product is 1/ε + γ − ln π, so J → ln(b/π) and 1 − R ≈ (3/b) ln(b/π). Since dK/d ln b = R, integrating 1 − R from b to infinity gives the leading correction to K:

K ≈ ln b + c + (3/b)[ln(b/π) + 1].

**Q:** Can I read the result as Maxwell's energy with a coupling taken at the scale √(eB)?

**A:** Yes, up to the choice of a number of order one in the scale. Integrate β from m, starting at the measured charge:

1/e²(μ) = 1/e² − (1/12π²) ln(μ²/m²).

Use this to eliminate 1/e² from L = −(eB)²/2e² + L1. The two logarithms of m cancel:

L ≈ −(eB)²/2e²(μ) + [(eB)²/24π²][ln(eB/μ²) + c].

At fixed e(μ) this has a finite limit as m → 0. The mass appeared in the logarithm because we insisted on a charge measured at distances beyond 1/m. Choosing μ = √(eB), the scale set by the Landau levels, removes the large logarithm:

u ≈ (eB)²/2e²(√(eB)), up to the term with c.

Choosing μ = √(eB) e^(c/2) = 0.318√(eB) absorbs c as well. At fixed eB the larger coupling lowers the energy density, in agreement with L1 > 0.

**Q:** What are the sizes in a concrete case?

**A:** Take eB = 10⁴ m². The field with eB = m² is 4.414×10⁹ T, so B = 4.414×10¹³ T, and √(eB) = 100m = 51.1 MeV.

The prefactor is 10⁸/24π² = 4.222×10⁵ in units of m⁴, and ln 10⁴ = 9.210. The logarithm alone gives

L1 ≈ 4.222×10⁵ × 9.210 = 3.888×10⁶ m⁴.

Including c, the bracket is 9.210 − 2.292 = 6.918, and L1 ≈ 2.921×10⁶ m⁴. The full integral gives 2.922×10⁶ m⁴, or 4.15×10³⁰ J/m³. The bare logarithm is 33% above the full value. The correction just derived, 3×10⁻⁴ × (8.07 + 1) = 0.0027, accounts for the difference between K = 6.9212 and 6.9184.

The trace has an anomaly part of 8.443×10⁵ m⁴ and a mass part of −2.04×10³ m⁴, so the cancellation has nearly ended.

For the coupling, 1/α runs from 137.036 to

137.036 − 9.210/3π = 136.059 at μ = √(eB).

Reading 1/α from the full L instead gives 137.036 − 6.921/3π = 136.302, which agrees to three decimals with the running value at 0.318√(eB). Since B²/2 = 5.452×10⁸ m⁴, L1 is 0.54% of the Maxwell energy density: the growth is real but slow.

**Q:** When should I stop trusting this?

**A:** The logarithmic form needs eB ≫ m². At b = 10 the table has ln b + c = 0.011 against K = 0.717, so there the full integral is needed. The derivation also assumes a uniform field. In a weak field, slow variation on the scale 1/m is not enough. L1 is then of order (eB)⁴/m⁴, while variation over a length ℓ adds a term of order (eB)²/(mℓ)² through the momentum dependence of the vacuum polarization. L1 dominates only if ℓ ≫ m/eB. I have not derived the corresponding condition for a strong field.

Other charged particles are omitted. In the example eB/m_μ² = 0.234 for the muon, and its loop would add 5×10⁻⁴ of the electron's L1. In much stronger fields it would start a logarithm of its own.

Finally, this is one loop. Exchanging a photon inside the loop brings another factor e², neglected here. Extrapolated blindly, 1/e²(√(eB)) would reach zero at ln(eB/m²) = 3π/α, about 1300. The coupling becomes large before that point, so the one-loop formula cannot say what happens there.

Calculated quantities

```
1/alpha at long distance         137.0360
field with eB = m^2              4.4140e+09 T
example eB/m^2                   10000
example field B                  4.4140e+13 T
sqrt(eB)                         51.100 MeV
constant c                       -2.29191
exp(c/2), matched scale/sqrt(eB) 0.3179
ln(eB/m^2)                       9.21034
ln(eB/m^2) + c                   6.91843
K = 24 pi^2 L1/(eB)^2            6.92115
integral of R over ln B          6.92115
(eB)^2/(24 pi^2)                 4.22172e+05 m^4
L1, full integral                2.92191e+06 m^4
L1, logarithm only               3.88834e+06 m^4
L1, logarithm + c                2.92077e+06 m^4
L1, converted                    4.1543e+30 J/m^3
Maxwell energy B^2/2             5.45249e+08 m^4
L1/(B^2/2)                       0.00536
anomaly part of trace            8.44343e+05 m^4
mass part of trace               -2.04330e+03 m^4
1/alpha run to sqrt(eB)          136.0588
1/alpha read from total L        136.3016
1/alpha run to matched scale     136.3019
eB/m_mu^2 for the muon           0.2339
muon L1 / electron L1            5.12e-04
eB/m^2     R          K          ln(eB/m^2)+c
0.1        0.001319   0.000663   -4.594492
1          0.079442   0.049380   -2.291907
10         0.548883   0.717217   0.010679
100        0.894469   2.448010   2.313264
1000       0.982687   4.636151   4.615849
10000      0.997580   6.921154   6.918434
slopes: beta/e^3 from polarization; L1/(eB)^2 per ln B
spinor  8.443432e-03  4.221708e-03
scalar  2.110857e-03  1.055429e-03
spinor ratio field/polarization  0.50000
scalar ratio field/polarization  0.50000
trace at eB=10m^2, box stretch   0.463446 m^4
trace at eB=10m^2, anomaly+mass  0.463446 m^4
largest Landau-sum deviation     8.1e-10
```
